# Why 2k_F Screening Makes Two-Dimensional Resistivity Linear in Temperature: a numerical check

```python
# Linear-in-T resistivity of a 2D electron gas from the 2k_F kink of static screening.
# Born-Boltzmann transport, screened scattering W = |U(q)|^2/(1 + A(q) chi/N_F)^2,
# A = (q_TF/q)(1-G), x = q_TF/(2 k_F), t = T/T_F, kappa = A/(1+A) at q = 2 k_F.
# Under test: rho(T)/rho(0) = 1 + C t + D t^1.5 + O(t^2),
#   C = (pi/2) kappa W(2kF)/I0,  D = 3 J kappa^2 W(2kF)/I0,
#   I0 = int_0^1 s^2 W(2 kF s)/sqrt(1-s^2) ds,  J = int dz Gs(z)^2 Gs'(-z),
#   Gs(z) = int_0^inf dv/(1+exp(v^2-z)).
# Rate at eps=mu only, or sharp kink with energy average only: C -> C ln2. No kink: C -> 0.
# Internal units k_F = E_F = 1 (eps = k^2); example in effective Rydberg units.
import numpy as np
import mpmath as mp
from scipy.integrate import quad, trapezoid
from scipy.special import expit
from scipy import constants as sc

def gl(n):
    a, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(a + 1), 0.5*w
ZN, ZW = gl(140); PN, PW = gl(80); EN, EW = gl(50); BN, BW = gl(200)

def mu_of(t): return 1 + t*np.log1p(-np.exp(-1/t))
def kern(y): return expit(y)*expit(-y)

def deficit(E, t):
    """1 - chi/N_F at E = q^2/4, not expanded in t."""
    mu = mu_of(t)
    zm = np.sqrt(np.clip((E - mu + 36*t)/E, 0, 1))
    z = zm[..., None]*ZN
    return zm*np.sum(expit((E[..., None]*(1 - z*z) - mu)/t)*ZW, axis=-1)

class Model:
    def __init__(s, x, alpha=-1, d=0.0, ghub=None):
        s.x, s.alpha, s.d, s.ghub = x, alpha, d, ghub
        phi = BN*np.pi/2
        s.I0 = np.sum(BW*np.pi/2*np.cos(phi)**2*s.W(2*np.cos(phi), 1.0))
        a = x*(1 - s.G(2.0))
        s.kappa = a/(1 + a)
        s.back = s.W(2.0, 1.0)/s.I0
        s.C = np.pi/2*s.kappa*s.back
    def G(s, q): return 0.0*q if s.ghub is None else q/(s.ghub*np.sqrt(q*q + 1))
    def W(s, q, chi):
        return q**(2*s.alpha + 2)*np.exp(-2*q*s.d)/(q + 2*s.x*(1 - s.G(q))*chi)**2

def angular(eps, t, mode):
    """q, weight and chi/N_F on the grid s = cos(phi); mode: smeared, sharp, nokink."""
    if mode == "sharp":
        s2 = np.maximum(1 - 1/eps, 0)
    else:
        s2 = np.minimum((np.maximum(eps - mu_of(t), 0) + 36*t)/eps, 0.9)
    pc = np.arcsin(np.sqrt(s2))[:, None]
    psi = PN*np.pi/2
    phi = np.hstack([pc*np.sin(psi), pc + (np.pi/2 - pc)*PN])
    w = np.hstack([pc*np.cos(psi)*PW*np.pi/2, (np.pi/2 - pc)*PW])
    E = eps[:, None]*np.cos(phi)**2
    if mode == "smeared": dl = deficit(E, t)
    elif mode == "sharp": dl = np.sqrt(np.clip(1 - 1/E, 0, None))
    else: dl = 0*E
    return 2*np.sqrt(E), w*np.cos(phi)**2, 1 - dl

def rate(m, grid): return np.sum(grid[1]*m.W(grid[0], grid[2]), axis=1)

def rho_ratio(models, t, mode):
    if mode == "shell":
        g = angular(np.array([mu_of(t)]), t, "smeared")
        return np.array([rate(m, g)[0]/m.I0 for m in models])
    up, lo = 30*t, min(30*t, 1.0)
    eps = np.hstack([1 + up*EN**2, 1 - lo*EN**2])
    we = np.hstack([2*up*EN*EW, 2*lo*EN*EW])*kern((eps - mu_of(t))/t)/t
    g = angular(eps, t, mode)
    return np.array([1/(m.I0*np.sum(we*eps/rate(m, g))) for m in models])

# chemical potential keeps the density fixed
for t in (0.1, 0.5):
    assert abs(quad(lambda e: expit((mu_of(t) - e)/t), 0, 1 + 40*t, points=[1])[0] - 1) < 1e-8

# T = 0 Lindhard function from the (principal-value) definition
chord = lambda k: np.sqrt(max(1 - k*k, 0))
for q in (0.6, 1.8):
    v = 2/(np.pi*q)*quad(chord, -1, 1, weight="cauchy", wvar=-q/2, limit=400)[0]
    assert abs(v - 1) < 1e-6
for q in (2.2, 3.0):
    v = 2/(np.pi*q)*quad(lambda k: chord(k)/(k + q/2), -1, 1, limit=400)[0]
    assert abs(v - (1 - np.sqrt(1 - 4/q**2))) < 1e-7

# finite-T Lindhard function from the 2D momentum integral
def chi_direct(q, t, h=0.005):
    kx = (np.arange(720) + 0.5)[:, None]*h
    ky = (np.arange(450) + 0.5)[None, :]*h
    b = kx*kx + ky*ky + q*q/4 - mu_of(t)
    return 4*h*h/np.pi*np.sum((expit(-(b - kx*q)/t) - expit(-(b + kx*q)/t))/(2*kx*q))
for t in (0.02, 0.1):
    for q in (0.5, 1.9, 2.0, 2.1, 2.6):
        assert abs(chi_direct(q, t) - 1 + deficit(np.array([q*q/4]), t)[0]) < 1e-8
G0 = float(mp.sqrt(mp.pi)/2*(1 - mp.sqrt(2))*mp.zeta(0.5))
G0_num = (1 - chi_direct(2.0, 0.02))/np.sqrt(0.02)
assert abs(G0_num - G0) < 1e-7

# rate by nested adaptive quadrature over the angle theta and the Maldague variable
def chi_maldague(q, t):
    E, mu = q*q/4, mu_of(t)
    a = max(0.0, mu - 36*t)
    cut = 0.0
    if E > a:
        cut = quad(lambda u: kern((u - mu)/t)/t*np.sqrt(max(1 - u/E, 0)), a, E,
                   limit=200, epsabs=1e-11)[0]
    return expit(mu/t) - cut
mt, tt, et = Model(2.0), 0.02, 1.03
def theta_integrand(th):
    q = 2*np.sqrt(et)*np.sin(th/2)
    return (1 - np.cos(th))*mt.W(q, chi_maldague(q, tt))
r_theta = 2*quad(theta_integrand, 0, np.pi, points=[2.0, 2.6], limit=200, epsabs=1e-11)[0]/(4*np.pi)
r_grid = 2/np.pi*rate(mt, angular(np.array([et]), tt, "smeared"))[0]
assert abs(r_theta/r_grid - 1) < 1e-6

# energy-resolved law; the tolerance covers the sqrt(t) = 1e-3 relative next order
ts, ys = 1e-6, np.array([-2.0, 0.0, 3.0])
ex = (rate(mt, angular(1 + ys*ts, ts, "smeared"))/rate(mt, angular(1 + ys*ts, ts, "nokink")) - 1)/ts
assert np.all(np.abs(ex/(mt.C*np.log1p(np.exp(ys))) - 1) < 5e-3)
avg_both = quad(lambda y: kern(y)*np.logaddexp(0, y), -40, 40, points=[0])[0]
avg_sharp = quad(lambda y: kern(y)*y, 0, 40)[0]
assert abs(avg_both - 1) < 1e-8 and abs(avg_sharp - np.log(2)) < 1e-8

# universal number J from the scaling function
zz = np.arange(-30, 45.01, 0.05); vv = np.arange(0, 10.001, 0.01)
Gs = trapezoid(expit(zz[:, None] - vv**2), vv, axis=1)
Gp = trapezoid(kern(-zz[:, None] - vv**2), vv, axis=1)
J = trapezoid(Gs**2*Gp, zz)

# C and D from the unexpanded rho(T)
names = ["charge x=16", "charge x=0.5", "remote x=16 kFd=1", "Hubbard x=2 g=2",
         "alpha=-1 x=1e4", "alpha=0 x=1e4", "alpha=1 x=1e4"]
models = [Model(16.0), Model(0.5), Model(16.0, d=1.0), Model(2.0, ghub=2.0),
          Model(1e4), Model(1e4, alpha=0), Model(1e4, alpha=1)]
tg = np.geomspace(2e-4, 5e-3, 8); sca = np.sqrt(tg[-1])
def fit(mode):
    y = np.array([(rho_ratio(models, t, mode) - 1)/t for t in tg])
    p = np.polyfit(np.sqrt(tg)/sca, y, 5)
    return p[-1], p[-2]/sca
fits = {k: fit(k) for k in ("smeared", "shell", "sharp", "nokink")}
Cf = np.array([m.C for m in models])
Df = np.array([3*J*m.kappa**2*m.back for m in models])
assert np.all(np.abs(fits["smeared"][0] - Cf) < 1e-3*Cf + 1e-4)
assert np.all(np.abs(fits["smeared"][1] - Df) < 1e-2*Df + 2e-3)
assert np.all(np.abs(fits["shell"][0] - np.log(2)*Cf) < 1e-3*Cf + 1e-4)
assert np.all(np.abs(fits["sharp"][0] - np.log(2)*Cf) < 1e-3*Cf + 1e-4)
assert np.all(np.abs(fits["nokink"][0]) < 1e-4) and np.all(np.abs(fits["nokink"][1]) < 2e-3)
assert np.all(np.abs(fits["smeared"][0][4:]/np.array([2, 8/3, 16/5]) - 1) < 2e-3)
assert fits["smeared"][0][2] < 0.5*fits["smeared"][0][0]
# without the kink only the Sommerfeld t^2 term remains
m = models[0]; de = 1e-3; e3 = np.array([1 - de, 1, 1 + de])
hh = e3*m.I0/rate(m, angular(e3, 0.002, "nokink"))
somm = -np.pi**2/6*(hh[0] - 2*hh[1] + hh[2])/de**2
somm_num = (rho_ratio([m], 0.002, "nokink")[0] - 1)/0.002**2
assert abs(somm_num/somm - 1) < 1e-3

print("universal numbers (dimensionless)")
print(f"Gs(0): zeta formula {G0:.6f}, 2D quadrature {G0_num:.6f}")
print(f"<ln(1+e^y)> = {avg_both:.6f}, <y_+> = {avg_sharp:.6f}, ln2 = {np.log(2):.6f}")
print(f"J = {J:.5f}, strong-screening D = 12J/pi = {12*J/np.pi:.4f}")
print("excess rate/t at x=2, t=1e-6, y=-2,0,3: numeric " + " ".join(f"{v:.4f}" for v in ex))
print(f"  C ln(1+e^y) with C={mt.C:.4f}: " + " ".join(f"{v:.4f}" for v in mt.C*np.log1p(np.exp(ys))))
print("model | C formula, fit | D formula, fit | shell fit/C, sharp fit/C | no-kink fit")
for i, nm in enumerate(names):
    print(f"{nm} | {Cf[i]:.4f} {fits['smeared'][0][i]:.4f} | {Df[i]:.4f} {fits['smeared'][1][i]:.4f}"
          f" | {fits['shell'][0][i]/Cf[i]:.4f} {fits['sharp'][0][i]/Cf[i]:.4f} | {fits['nokink'][0][i]:.1e}")
print(f"no kink, x=16: t^2 coefficient Sommerfeld {somm:.5f}, numeric {somm_num:.5f}")

# worked example
g, rs, frac, mstar, kd = 4, 8.0, 0.01, 0.2, 8.0
kF = 2/(np.sqrt(g)*rs); EF = kF**2; x = g/(2*kF); n = 1/(np.pi*rs**2); ni = frac*n
m = Model(x); C = m.C; D = 3*J*m.kappa**2*m.back
tau = 1/(2*ni/np.pi*(4*np.pi/kF)**2*m.I0)
tau_def = 1/(ni/(4*np.pi)*quad(lambda th: (1 - np.cos(th))*(4*np.pi/(2*kF*np.sin(th/2) + g))**2,
                               0, 2*np.pi)[0])
assert abs(tau/tau_def - 1) < 1e-8
Ry = sc.physical_constants["Rydberg constant times hc in eV"][0]*mstar/kd**2
aB = sc.physical_constants["Bohr radius"][0]*kd/mstar
rho0 = 1/(g*EF*tau); RK = sc.h/sc.e**2
drude = mstar*sc.m_e/((n/aB**2)*sc.e**2*tau*sc.hbar/(Ry*sc.e))
assert abs(drude/(rho0*RK) - 1) < 1e-7
TF = EF*Ry*sc.e/sc.k
print(f"example: g={g}, r_s={rs:.0f}, n_i/n={frac}, m*={mstar} m_e, kappa_d={kd:.0f}")
print(f"Ry* = {Ry*1e3:.3f} meV, a* = {aB*1e9:.4f} nm")
print(f"n = {n:.5e} a*^-2 = {n/aB**2*1e-4:.4e} cm^-2, n_i = {ni:.5e} a*^-2")
print(f"k_F = {kF:.4f} 1/a*, q_TF = {g:.1f} 1/a*, x = {x:.3f}, kappa = {m.kappa:.5f}")
print(f"E_F = {EF:.6f} Ry*, T_F = {TF:.3f} K")
print(f"W(2kF) = {(4*np.pi/(2*kF + g))**2:.4f} Ry*^2 a*^4, I0 = {(4*np.pi/kF)**2*m.I0:.4f} Ry*^2 a*^4")
print(f"W(2kF)/I0 = {m.back:.5f}")
print(f"C = {C:.4f}, C ln2 = {C*np.log(2):.4f}, 2x/(1+x) = {2*x/(1+x):.4f}, D = {D:.4f}")
print(f"tau = {tau:.1f} hbar/Ry*, E_F tau = {EF*tau:.2f} hbar")
print(f"rho0 = {rho0:.6f} h/e^2 = {rho0*RK:.2f} ohm")
print(f"slope C/T_F = {C/EF:.2f} 1/Ry* = {C/TF:.4f} 1/K")
print("t | T (Ry*) | T tau (hbar) | chi(2kF)/N_F | rho/rho0 numeric | 1+Ct | 1+Ct+Dt^1.5")
vals = []
for t in (0.01, 0.02, 0.05, 0.1, 0.2):
    r = rho_ratio([m], t, "smeared")[0]; vals.append(r)
    print(f"{t:.2f} | {t*EF:.3e} | {t*EF*tau:.2f} | {1-deficit(np.array([1.0]), t)[0]:.4f}"
          f" | {r:.5f} | {1+C*t:.5f} | {1+C*t+D*t**1.5:.5f}")
assert 1 < vals[0] < vals[1] < vals[2] < vals[3]
print(f"t=0.05: T = {0.05*TF:.4f} K, rho = {vals[2]*rho0*RK:.2f} ohm")
print("g=4 in-plane charges: r_s | x | C | 2x/(1+x) | C/T_F (1/Ry*)")
prev = 0.0
for r_s in (0.25, 1.0, 2.0, 4.0, 8.0):
    xx = g**1.5*r_s/4; cc = Model(xx).C
    assert cc > prev
    prev = cc
    print(f"{r_s:.2f} | {xx:.2f} | {cc:.4f} | {2*xx/(1+xx):.4f} | {cc*g*r_s**2/4:.4f}")
print("all tests passed")
```

Output:

```
universal numbers (dimensionless)
Gs(0): zeta formula 0.536077, 2D quadrature 0.536077
<ln(1+e^y)> = 1.000000, <y_+> = 0.693147, ln2 = 0.693147
J = 0.69272, strong-screening D = 12J/pi = 2.6460
excess rate/t at x=2, t=1e-6, y=-2,0,3: numeric 0.1507 0.8233 3.6244
  C ln(1+e^y) with C=1.1873: 0.1507 0.8230 3.6197
model | C formula, fit | D formula, fit | shell fit/C, sharp fit/C | no-kink fit
charge x=16 | 1.8484 1.8484 | 2.3016 2.3016 | 0.6931 0.6931 | 4.3e-09
charge x=0.5 | 0.5023 0.5023 | 0.2215 0.2215 | 0.6931 0.6931 | 1.6e-10
remote x=16 kFd=1 | 0.7092 0.7092 | 0.8831 0.8831 | 0.6931 0.6931 | -5.1e-08
Hubbard x=2 g=2 | 0.9416 0.9416 | 0.6541 0.6541 | 0.6931 0.6931 | 2.8e-09
alpha=-1 x=1e4 | 1.9997 1.9997 | 2.6454 2.6454 | 0.6931 0.6931 | 4.1e-09
alpha=0 x=1e4 | 2.6663 2.6664 | 3.5272 3.5267 | 0.6931 0.6931 | 4.2e-09
alpha=1 x=1e4 | 3.1996 3.1996 | 4.2327 4.2309 | 0.6931 0.6931 | 6.1e-08
no kink, x=16: t^2 coefficient Sommerfeld -0.12537, numeric -0.12537
example: g=4, r_s=8, n_i/n=0.01, m*=0.2 m_e, kappa_d=8
Ry* = 42.518 meV, a* = 2.1167 nm
n = 4.97359e-03 a*^-2 = 1.1101e+11 cm^-2, n_i = 4.97359e-05 a*^-2
k_F = 0.1250 1/a*, q_TF = 4.0 1/a*, x = 16.000, kappa = 0.94118
E_F = 0.015625 Ry*, T_F = 7.709 K
W(2kF) = 8.7426 Ry*^2 a*^4, I0 = 6.9924 Ry*^2 a*^4
W(2kF)/I0 = 1.25030
C = 1.8484, C ln2 = 1.2812, 2x/(1+x) = 1.8824, D = 2.3016
tau = 4516.7 hbar/Ry*, E_F tau = 70.57 hbar
rho0 = 0.003542 h/e^2 = 91.44 ohm
slope C/T_F = 118.30 1/Ry* = 0.2398 1/K
t | T (Ry*) | T tau (hbar) | chi(2kF)/N_F | rho/rho0 numeric | 1+Ct | 1+Ct+Dt^1.5
0.01 | 1.563e-04 | 0.71 | 0.9464 | 1.02070 | 1.01848 | 1.02079
0.02 | 3.125e-04 | 1.41 | 0.9242 | 1.04302 | 1.03697 | 1.04348
0.05 | 7.813e-04 | 3.53 | 0.8801 | 1.11459 | 1.09242 | 1.11815
0.10 | 1.563e-03 | 7.06 | 0.8305 | 1.24508 | 1.18484 | 1.25763
0.20 | 3.125e-03 | 14.11 | 0.7599 | 1.55174 | 1.36969 | 1.57555
t=0.05: T = 0.3855 K, rho = 101.92 ohm
g=4 in-plane charges: r_s | x | C | 2x/(1+x) | C/T_F (1/Ry*)
0.25 | 0.50 | 0.5023 | 0.6667 | 0.0314
1.00 | 2.00 | 1.1873 | 1.3333 | 1.1873
2.00 | 4.00 | 1.4986 | 1.6000 | 5.9944
4.00 | 8.00 | 1.7165 | 1.7778 | 27.4646
8.00 | 16.00 | 1.8484 | 1.8824 | 118.2999
all tests passed
```
